# Truncated Coulomb Kernel and Exact Isolated Energies in Periodic Cells

## Definitions and the result

Hartree atomic units are used. The spherically truncated Coulomb kernel is

$$v_R(r)=\begin{cases}1/r, & r<R\\ 0, & r\ge R,\end{cases}$$

and Fourier transforms follow the convention

$$\tilde f(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

The density $\rho(\mathbf r)$ is real and square-integrable, and vanishes outside a bounded set $S$. Its extent is the diameter $D$ of $S$, the greatest distance between two points of $S$. Its isolated Coulomb energy is

$$E_{\rm iso}=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The periodic calculation uses a cubic cell of side $L$ and volume $\Omega=L^3$, with lattice vectors $\mathbf T$ and reciprocal vectors $\mathbf G$, so that $e^{i\mathbf G\cdot\mathbf T}=1$. Its energy per cell is

$$E_{\rm cell}=\frac{1}{2\Omega}\sum_{\mathbf G}|\tilde\rho(\mathbf G)|^2\,\tilde v_R(G). \tag{1}$$

Two statements are to be proved. The first is

$$\tilde v_R(G)=\frac{4\pi}{G^2}\left[1-\cos(GR)\right],\qquad \tilde v_R(0)=2\pi R^2. \tag{2}$$

The second is

$$E_{\rm cell}=E_{\rm iso}\quad\text{whenever}\quad D\le R\le L-D. \tag{3}$$

An $R$ satisfying (3) exists if and only if $L\ge 2D$. The choice $R=L/2$ then always qualifies, because $L/2\ge D$ and $L-L/2=L/2\le L-D$. This is the precise sense in which the cell must be at least twice the density's extent. The equality refers to a strictly confined density and the complete sum over $\mathbf G$.

## First derivation: the potential in real space

**The kernel.** Take the polar axis along $\mathbf G$ and let $\mu=\cos\theta$. The azimuthal integral gives $2\pi$, and one power of $r$ from $r^2dr$ cancels the $1/r$:

$$\tilde v_R(G)=2\pi\int_0^R r\,dr\int_{-1}^{1}e^{-iGr\mu}\,d\mu
=2\pi\int_0^R r\,\frac{2\sin(Gr)}{Gr}\,dr=\frac{4\pi}{G}\int_0^R\sin(Gr)\,dr .$$

The last integral is $[1-\cos(GR)]/G$, which gives (2) for $G\neq0$. At $G=0$ the exponential is 1 and $\tilde v_R(0)=4\pi\int_0^R r\,dr=2\pi R^2$. This agrees with the limit of the general formula, since $1-\cos(GR)\to G^2R^2/2$.

The finite range removes the divergence of $4\pi/G^2$ at $G=0$. For $R\to\infty$ at fixed $G\ne0$ the cosine oscillates without a limit, so the untruncated kernel needs a convergence factor. The truncated one does not.

**The potential of the repeated density.** Let $\rho_{\rm p}(\mathbf r)=\sum_{\mathbf T}\rho(\mathbf r-\mathbf T)$, and let $\phi$ be the potential it produces through the truncated kernel:

$$\phi(\mathbf r)=\int v_R(|\mathbf r-\mathbf r'|)\,\rho_{\rm p}(\mathbf r')\,d^3r'
=\sum_{\mathbf T}\int v_R(|\mathbf r-\mathbf r''-\mathbf T|)\,\rho(\mathbf r'')\,d^3r'' ,$$

where $\mathbf r'=\mathbf r''+\mathbf T$. Choose $\mathbf r$ in $S$; the integrand requires $\mathbf r''$ in $S$ as well.

For $\mathbf T=0$ the distance is at most $D\le R$, so the kernel is the full $1/|\mathbf r-\mathbf r''|$. The one exception, a distance equal to $R$, concerns a spherical surface of zero volume. For $\mathbf T\ne0$ the triangle inequality gives

$$|\mathbf r-\mathbf r''-\mathbf T|\ge|\mathbf T|-|\mathbf r-\mathbf r''|\ge L-D\ge R ,$$

and the kernel vanishes. Hence, for every $\mathbf r$ in $S$,

$$\phi(\mathbf r)=\int\frac{\rho(\mathbf r'')}{|\mathbf r-\mathbf r''|}\,d^3r'' . \tag{4}$$

A sphere of radius $R$ about any point of the density contains the whole density and no part of an image. Multiplying (4) by $\rho(\mathbf r)/2$ and integrating gives $\frac12\int\rho\phi\,d^3r=E_{\rm iso}$.

**Connection with the reciprocal sum.** The Fourier coefficients of $\rho_{\rm p}$ are

$$c_{\mathbf G}=\frac1\Omega\int_{\rm cell}\rho_{\rm p}(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{\tilde\rho(\mathbf G)}{\Omega},$$

because $e^{-i\mathbf G\cdot\mathbf T}=1$ lets the sum of shifted cells be joined into one integral over all space. With $\mathbf u=\mathbf r-\mathbf r'$, the coefficients of $\phi$ are

$$\int v_R(u)e^{-i\mathbf G\cdot\mathbf u}\left[\frac1\Omega\int_{\rm cell}\rho_{\rm p}(\mathbf r-\mathbf u)e^{-i\mathbf G\cdot(\mathbf r-\mathbf u)}d^3r\right]d^3u=\tilde v_R(G)\,c_{\mathbf G}.$$

The bracket equals $c_{\mathbf G}$ because shifting a periodic integrand does not change its integral over a cell. The order of integration may be exchanged because $v_R$ is integrable. Both $\rho_{\rm p}$ and $\phi$ are square-integrable over a cell, so Parseval's theorem applies:

$$\frac12\int\rho\,\phi\,d^3r=\frac12\int_{\rm cell}\rho_{\rm p}\,\phi\,d^3r
=\frac{\Omega}{2}\sum_{\mathbf G}|c_{\mathbf G}|^2\tilde v_R(G)
=\frac1{2\Omega}\sum_{\mathbf G}|\tilde\rho(\mathbf G)|^2\tilde v_R(G).$$

The left side is $E_{\rm iso}$ and the right side is $E_{\rm cell}$, which proves (3).

## Second derivation: the reciprocal sum as an exact quadrature

**The kernel from its sources.** Write $f(\mathbf r)=e^{-i\mathbf G\cdot\mathbf r}$ with $G\ne0$. Since $\nabla^2f=-G^2f$,

$$\tilde v_R(G)=-\frac1{G^2}\lim_{\epsilon\to0}\int_{\epsilon<r<R}\frac1r\,\nabla^2f\,d^3r .$$

In this shell $\nabla^2(1/r)=0$, so Green's second identity leaves surface terms alone. On a sphere of radius $r$ the combination $\frac1r\partial_rf-f\,\partial_r\frac1r$ equals $\frac1r\partial_rf+\frac{f}{r^2}$. Let

$$\bar f(r)=\frac12\int_{-1}^1e^{-iGr\mu}d\mu=\frac{\sin(Gr)}{Gr}$$

be the average of $f$ over that sphere. The integral over its area $4\pi r^2$ is then

$$4\pi r^2\left[\frac{\bar f'(r)}r+\frac{\bar f(r)}{r^2}\right]=4\pi\frac{d}{dr}\left[r\bar f(r)\right]=4\pi\cos(Gr).$$

The outward normal of the shell points towards the origin on the inner sphere, so that sphere enters with a minus sign. The volume integral is therefore $4\pi\cos(GR)-4\pi\cos(G\epsilon)\to4\pi\cos(GR)-4\pi$, and multiplication by $-1/G^2$ gives (2). The term $4\pi/G^2$ comes from the point source at the origin, and the cosine comes from the cut at $r=R$. The value at $G=0$ follows by continuity, because $v_R$ is integrable.

**The isolated energy as an integral over all $\mathbf G$.** Define the autocorrelation

$$A(\mathbf s)=\int\rho(\mathbf r)\rho(\mathbf r+\mathbf s)\,d^3r .$$

It is even in $\mathbf s$ and vanishes for $|\mathbf s|>D$. Substituting $\mathbf r'=\mathbf r+\mathbf s$ gives

$$\tilde A(\mathbf G)=\int\rho(\mathbf r)e^{i\mathbf G\cdot\mathbf r}d^3r\int\rho(\mathbf r')e^{-i\mathbf G\cdot\mathbf r'}d^3r'=|\tilde\rho(\mathbf G)|^2 .$$

Now let

$$h(\mathbf t)=\frac12\int A(\mathbf s)\,v_R(|\mathbf t-\mathbf s|)\,d^3s . \tag{5}$$

If $R\ge D$, then $h(0)=\frac12\int A(\mathbf s)/|\mathbf s|\,d^3s=E_{\rm iso}$. As $h$ is a convolution, its transform is $\tilde h=\frac12|\tilde\rho|^2\tilde v_R$. This is integrable, because $|\tilde\rho|^2$ is integrable and $0\le\tilde v_R\le2\pi R^2$. Fourier inversion at $\mathbf t=0$ gives

$$E_{\rm iso}=\int\frac{d^3G}{(2\pi)^3}\,\frac12|\tilde\rho(\mathbf G)|^2\tilde v_R(G).$$

Equation (1) is the same integral evaluated on a grid with volume element $(2\pi)^3/\Omega$.

**The error of the grid.** Consider $H(\mathbf t)=\sum_{\mathbf T}h(\mathbf t+\mathbf T)$. At each $\mathbf t$ only finitely many terms are nonzero, and $H$ is continuous and periodic. By the joining of cells used above, its Fourier coefficients are $\tilde h(\mathbf G)/\Omega$. Their sum converges absolutely, since $\tilde v_R$ is bounded and $\sum_{\mathbf G}|\tilde\rho(\mathbf G)|^2=\Omega\int_{\rm cell}\rho_{\rm p}^2\,d^3r$ is finite. The Fourier series therefore equals $H$ at every point, and at $\mathbf t=0$ it reads

$$E_{\rm cell}=\frac1\Omega\sum_{\mathbf G}\tilde h(\mathbf G)=\sum_{\mathbf T}h(\mathbf T). \tag{6}$$

A nonzero $h(\mathbf t)$ requires some $\mathbf s$ with $|\mathbf s|\le D$ and $|\mathbf t-\mathbf s|<R$, hence $|\mathbf t|<R+D$. If $L\ge R+D$, every term with $\mathbf T\neq0$ vanishes. Then $E_{\rm cell}=h(0)=E_{\rm iso}$, which is (3) again.

## What each derivation assumes and gives

Both derivations need a square-integrable density, the complete reciprocal sum and the two inequalities in (3). The lattice enters through $|\mathbf T|\ge L$ alone, so for another lattice $L$ is replaced by the length of the shortest nonzero lattice vector.

The first derivation uses the support of $\rho$ itself and proves more than an energy: the potential is right throughout $S$. The argument for (4) also holds at a nucleus, provided that $D$ is the diameter of the electron density and the nuclei together. The electron–nucleus energy is then that of the isolated system. The nuclear repulsion must be summed directly over pairs, because point charges are not square-integrable and would bring infinite self-energies into (1). For orbitals that vanish outside $S$, kinetic and semilocal exchange-correlation integrals over the cell equal those over all space. The total energy of such given orbitals is therefore also exact. A variational calculation does not itself confine the orbitals, so their tails must be checked.

The second derivation sees the density only through $A$ and says nothing about the potential at a point. In return, (6) holds for any $R$ and $L$, including those that violate (3), and gives the error:

$$E_{\rm cell}-E_{\rm iso}=-\frac12\int_{|\mathbf s|>R}\frac{A(\mathbf s)}{|\mathbf s|}\,d^3s+\sum_{\mathbf T\ne0}h(\mathbf T). \tag{7}$$

The first term is interaction lost within the density; the second is interaction with images. For a non-negative density the first is never positive and the second never negative, so they can cancel in part when both are present.

**Why a smaller cell cannot work in general.** Suppose $L<2D$, and admit every density inside a ball of diameter $D$. Two charge elements separated by $\mathbf s$ interact through $\sum_{\mathbf T}v_R(|\mathbf s+\mathbf T|)$, which should equal $1/|\mathbf s|$ for all $|\mathbf s|<D$.

- If $R<D$, take $R<|\mathbf s|<D$. The direct term is zero, and each nonzero image term exceeds $1/R>1/|\mathbf s|$. The sum is either zero or too large.
- If $R\ge D$, then $R>L-D$. Take $\mathbf s$ along a cell edge with $|\mathbf s|$ just below $D$. The direct term is right, but an image lies at distance $\bigl|L-|\mathbf s|\bigr|<R$ and adds a positive amount.

In both cases the interaction is wrong, with a fixed sign, over a small region of $\mathbf s$. Two small positive charge clouds with separations in that region have a wrong mutual energy. This mutual energy is the energy of the pair minus the energies of the two clouds alone, so at least one of these three energies is wrong. A particular density may still give the right energy, either by cancellation in (7) or because its shape and orientation make both terms of (7) zero.

## A model density

Take two balls of radius 1 bohr, with charges $q_1=1$ and $q_2=0.5$ and centres $d=4$ bohr apart along a cell edge. The diameter is $D=4+2=6$ bohr. Each ball has the unit-charge profile $C(1-r^2)^2$, where

$$1=4\pi C\left(\frac13-\frac25+\frac17\right)=\frac{32\pi C}{105},\qquad C=\frac{105}{32\pi}.$$

The charge within radius $r\le1$ is $Q(r)=(35r^3-42r^5+15r^7)/8$. The field is $Q/r^2$, so the field energy of one ball is

$$E_{\rm self}=\frac1{8\pi}\int_0^\infty\frac{Q^2}{r^4}\,4\pi r^2dr=\frac12\left[\int_0^1\frac{Q^2}{r^2}dr+1\right]=0.81585\ \text{hartree},$$

where the 1 in the bracket comes from $r>1$, with $Q=1$. The balls are spherical and do not overlap, so they interact as point charges:

$$E_{\rm iso}=(1^2+0.5^2)(0.81585)+\frac{1\times0.5}{4}=1.01981+0.12500=1.14481\ \text{hartree},$$

or 31.152 eV.

With $L=12$ and $R=6$ bohr, both inequalities in (3) are equalities. The shortest nonzero reciprocal vector has $G=2\pi/12=0.5236$ bohr$^{-1}$, so $GR=\pi$ and $\tilde v_R=8\pi/G^2=91.67$ hartree bohr$^3$. At $G=0$ the kernel is $2\pi\times36=226.19$ in the same unit.

The program cuts the sum at the largest multiple of $2\pi/L$ below 25 bohr$^{-1}$, which is $47\times2\pi/12=24.6$ bohr$^{-1}$ here and $24.7$ bohr$^{-1}$ for $L=14$ bohr. The sum (1), cut in this way, differs from $E_{\rm iso}$ by $-6\times10^{-8}$ hartree. For $L=14$ bohr the allowed window is $6\le R\le8$ bohr, and $R=6$, 7 and 8 bohr all give a difference of the same size. Its sign follows from (1): every term is non-negative, so a finite cutoff can only lower the energy.

The ordinary kernel $4\pi/G^2$ without its $G=0$ term gives errors of $-0.254$ hartree at $L=12$ bohr and $-0.132$ hartree at $L=24$ bohr. Doubling the cell roughly halves the error for this charged density.

The potential can be checked at the first centre. The ball there contributes $4\pi C\int_0^1r(1-r^2)^2dr=4\pi C/6=2.1875$, and the other contributes $0.5/4=0.1250$. The total is 2.3125 hartree per unit charge; the cell sum gives 2.3124. The potential series contains $\tilde\rho$ rather than $|\tilde\rho|^2$, and so converges more slowly with the cutoff.

**A cell that is too small.** At $L=9$ bohr, (3) would require both $R\ge6$ and $R\le3$ bohr.

- At $R=3$ bohr no image is reached, and the error is $-0.1231$ hartree, nearly the whole pair energy.
- At $R=6$ bohr nothing is lost, but images add $0.0985$ hartree.
- At $R=L/2=4.5$ bohr both effects are present and partly cancel: about $0.019$ hartree is lost and images add about $0.015$ hartree, leaving $-0.0038$ hartree.

Between the first two radii the error must pass through zero, and it does so at $R=4.534$ bohr. This agreement is accidental. With the same $L$ and $R$, turning the pair to the cube diagonal gives an error of $-0.0168$ hartree. The numerical check confirms the three errors listed above by a separate real-space sum over images.

**Diameter and bounding box.** Put the same balls $d=10$ bohr apart along a cube diagonal. The diameter is 12 bohr, but the bounding box has side $10/\sqrt3+2=7.774$ bohr. A cell of twice this side, $L=15.547$ bohr with $R=L/2=7.774$ bohr, looks sufficient if the side is taken for the extent. Yet the closest points of the two balls are $10-2=8$ bohr apart, beyond $R$. The whole mutual interaction is lost.

The nearest image of the other ball has its centre at a distance

$$\sqrt{(15.547-5.774)^2+2(5.774)^2}\approx12.7\ \text{bohr},$$

so its closest approach, about 10.7 bohr, is also beyond $R$. The predicted error is $-q_1q_2/d=-0.0500$ hartree, and the cell sum gives this value. With $L=24$ bohr, twice the diameter, and $R=12$ bohr, the error returns to the size of the cutoff error, $-5.5\times10^{-8}$ hartree, with the sum cut at $95\times2\pi/24=24.9$ bohr$^{-1}$.

## Densities with tails

A density with tails has no finite $D$, and (3) becomes an approximation. Consider a unit-charge Gaussian of standard deviation $\sigma$. Its autocorrelation is a Gaussian with twice the variance,

$$A(s)=(4\pi\sigma^2)^{-3/2}e^{-s^2/4\sigma^2}.$$

Equation (6) still holds, because $h$ and $\tilde h$ fall off fast enough for both sums to converge absolutely. The lost term in (7) is

$$-\frac12\,\frac{4\pi}{(4\pi\sigma^2)^{3/2}}\int_R^\infty s\,e^{-s^2/4\sigma^2}ds
=-\frac{1}{2\sigma\sqrt\pi}\,e^{-R^2/4\sigma^2},$$

since the integral is $2\sigma^2e^{-R^2/4\sigma^2}$. Setting $R=0$ and reversing the sign gives the isolated energy $1/(2\sigma\sqrt\pi)$, which is 0.28209 hartree for $\sigma=1$ bohr.

With $R=L/2$ and $\sigma=1$ bohr, the total error of the cell energy is $-4.3\times10^{-3}$ hartree at $L=8$ bohr, $-3.2\times10^{-5}$ at 12 bohr and $-3.0\times10^{-8}$ at 16 bohr. The lost terms are $-5.2\times10^{-3}$, $-3.5\times10^{-5}$ and $-3.2\times10^{-8}$ hartree. They outweigh the positive image terms in all three cells.

For a density with tails, the cell size is therefore a convergence parameter. The theorem supplies the starting value, twice the diameter of the region that holds nearly all the charge, and the remaining error must be checked by enlarging $L$ and $R$ together.

## Calculated quantities

```
Ball radius 1 bohr; charges 1.0, 0.5 e; d = 4.0 bohr; D = 6.0 bohr
Kernel R=6 bohr, G=0.000000 1/bohr: formula 226.194671, quadrature 226.194671 hartree bohr^3
Kernel R=6 bohr, G=0.523599 1/bohr: formula 91.673247, quadrature 91.673247 hartree bohr^3
Kernel R=6 bohr, G=0.740480 1/bohr: formula 29.020435, quadrature 29.020435 hartree bohr^3
Self-energy of a unit ball: 0.8158508 hartree
Self part 1.0198135, pair part 0.1250000 hartree
Isolated energy: 1.1448135 hartree = 31.15196 eV
Reciprocal cutoff for ball densities: 25.0 1/bohr
Truncated, L=12, R=6 bohr: E = 1.1448135 hartree, error -6.3e-08
Truncated, L=14, R=6 bohr: E = 1.1448135 hartree, error -5.9e-08
Truncated, L=14, R=7 bohr: E = 1.1448135 hartree, error -6.1e-08
Truncated, L=14, R=8 bohr: E = 1.1448135 hartree, error -6.3e-08
Ordinary kernel, L=12 bohr: E = 0.891075 hartree, error -0.253738
Ordinary kernel, L=24 bohr: E = 1.013191 hartree, error -0.131622
Potential at first centre, L=12, R=6 bohr: cell 2.31242, isolated 2.31250 hartree/e
Too small, L=9, R=3.0 bohr: error -0.123127 hartree (real-space -0.123127)
Too small, L=9, R=4.5 bohr: error -0.003755 hartree (real-space -0.003755)
Too small, L=9, R=6.0 bohr: error 0.098502 hartree (real-space 0.098502)
Accidental radius at L=9 bohr: 4.53375 bohr, error -6.3e-08 hartree
Same L and R, pair turned to cube diagonal: error -0.016753 hartree
Diagonal pair: d=10, diameter 12, box side 7.7735 bohr; isolated E = 1.0698135 hartree
L = 2 box sides = 15.5470 bohr, R=L/2: error -0.050000 hartree; pair part 0.050000
L = 2 diameters = 24 bohr, R=L/2: error -5.5e-08 hartree
Gaussian, width 1 bohr, charge 1 e: isolated E = 0.2820948 hartree
Gaussian L=8, R=4 bohr: error -4.290e-03, lost -5.167e-03, images 8.771e-04 hartree
Gaussian L=12, R=6 bohr: error -3.205e-05, lost -3.481e-05, images 2.761e-06 hartree
Gaussian L=16, R=8 bohr: error -3.030e-08, lost -3.175e-08, images 1.445e-09 hartree
```
